**Two-Gaussian spin-orbit pseudopotential for caesium, fitted to calculated Dirac levels**

The program fits $V=-1/r+\sum A_{lj,k}\exp(-a_{l,k}r^2)P_{lj}$ to the $n=6,7,8$ levels of $s_{1/2}$, $p_{1/2}$ and $p_{3/2}$, where $A$ are amplitudes, $a$ exponents and $P_{lj}$ projectors on $(l,j)$. The reference levels are Dirac levels in the frozen field of Cs⁺ with local Slater exchange. The program asserts that the Dirac solver agrees with the Sommerfeld formula, that the core field obeys the virial relation, and that the fit gradients agree with finite differences. It also asserts that all levels up to $n=12$ are reproduced to within 0.01 in the effective quantum number $\nu=(-2E)^{-1/2}$, the omitted $p$ splittings to within 5 %, and the mean radii of $6s$ and $6p$ to within 3 %. The spin-orbit form is compared with a diagonalization over all six $p$ spin-orbitals, and the scalar part with semilocal integrals in a Gaussian basis. The output shows errors in $\nu$ of at most 0.0025 for the omitted levels, while a fitted single Gaussian per channel turns into a hard wall, with errors up to 0.052 on the omitted levels and 0.086 on $6s$. Without a $d$ projector the lowest $d$ level is $-0.0556$ hartree, far from the reference $5d$ levels near $-0.13$ hartree.

## Program and output

```python
"""
Claim under test: a one-electron pseudopotential for caesium,
    V = -1/r + sum_lj sum_k A_ljk exp(-a_lk r^2) P_lj   (l = 0, 1; k = 1, 2),
fitted to the n = 6, 7, 8 levels of s1/2, p1/2, p3/2, predicts n = 9..12,
while a single Gaussian per channel does so less well.
The reference levels are Dirac levels in the frozen field of the Cs+ core
(point nucleus, self-consistent local Slater exchange, no correlation).
Symbols: r radius, kappa Dirac angular quantum number, P and Q large and small
radial functions, a Gaussian exponent, A amplitude, P_lj projector on (l, j),
nu = (-2E)^(-1/2) effective quantum number. Hartree atomic units throughout.
"""
from types import SimpleNamespace

import numpy as np
from scipy import constants
from scipy.interpolate import BSpline
from scipy.linalg import block_diag, eigh
from scipy.optimize import brentq, least_squares
from pyscf import gto
from pyscf.dft import libxc

LIGHT = 1.0 / constants.fine_structure
TO_CM = constants.physical_constants["hartree-inverse meter relationship"][0] / 100
Z = 55


def make_grid(inner, step, radius, degree=6, points=9):
    """B-splines vanishing at both ends, with Gauss points in each interval."""
    top = np.log1p(radius / inner)
    breaks = inner * np.expm1(np.linspace(0, top, int(np.ceil(top / step)) + 1))
    breaks[0] = 0.0
    knots = np.r_[[0.0] * degree, breaks, [breaks[-1]] * degree]
    nodes, weights = np.polynomial.legendre.leggauss(points)
    half = np.diff(breaks) / 2
    middle = (breaks[1:] + breaks[:-1]) / 2
    r = (middle[:, None] + half[:, None] * nodes).ravel()
    w = (half[:, None] * weights).ravel()
    spline = BSpline(knots, np.eye(len(knots) - degree - 1), degree)
    b = spline(r)[:, 1:-1]
    d = spline.derivative()(r)[:, 1:-1]
    norm = np.sqrt(w @ b**2)
    return SimpleNamespace(r=r, w=w, b=b / norm, d=d / norm, radius=breaks[-1])


def dirac(grid, kappa, potential, keep=14):
    """Lowest electron states of the radial Dirac equation."""
    first = 0 if kappa == -1 else 1
    w = grid.w[:, None]
    large = grid.b[:, first:]
    raw = grid.d[:, first:] + kappa * large / grid.r[:, None]
    small = raw / np.sqrt(grid.w @ raw**2)
    v = potential[:, None]
    coupling = LIGHT * small.T @ (w * raw)
    h = np.block([[large.T @ (w * v * large), coupling.T],
                  [coupling, small.T @ (w * (v - 2 * LIGHT**2) * small)]])
    metric = block_diag(large.T @ (w * large), small.T @ (w * small))
    energy, vec = eigh((h + h.T) / 2, (metric + metric.T) / 2)
    n = large.shape[1]
    chosen = slice(n, n + keep)
    return energy[chosen], large @ vec[:n, chosen], small @ vec[n:, chosen]


def core_field(grid, shells):
    """Self-consistent field of a closed-shell ion; shells: kappa -> count."""
    r, w = grid.r, grid.w
    electrons = sum(2 * abs(k) * m for k, m in shells.items())
    stiffness = grid.d.T @ (w[:, None] * grid.d)
    v = -(Z - electrons + electrons / (1 + 0.61 * Z**(1 / 3) * r)**2) / r
    old = np.zeros_like(r)
    for cycle in range(1, 121):
        density = np.zeros_like(r)
        band = small_norm = 0.0
        for kappa, count in shells.items():
            e, p, q = dirac(grid, kappa, v)
            occ = 2 * abs(kappa)
            density += occ * (p[:, :count]**2 + q[:, :count]**2).sum(axis=1)
            band += occ * e[:count].sum()
            small_norm += occ * (w @ q[:, :count]**2).sum()
        coeff = np.linalg.solve(stiffness, grid.b.T @ (w * density / r))
        hartree = grid.b @ coeff / r + electrons / grid.radius
        n = density / (4 * np.pi * r**2)
        # beyond 25 bohr the core density is only rounding noise
        exchange = np.where(r < 25, -(3 * n / np.pi)**(1 / 3), 0.0)
        new = -Z / r + hartree + exchange
        change = w @ abs(density - old)
        if change < 1e-6:
            alpha_p = band + 2 * LIGHT**2 * small_norm - w @ (density * v)
            return SimpleNamespace(v=new, n=n, density=density, hartree=hartree,
                                   exchange=exchange, alpha_p=alpha_p,
                                   electrons=electrons, cycles=cycle)
        old = density
        v = v + 0.4 * (new - v)
    raise RuntimeError("core field not converged")


def sommerfeld(charge, n, kappa):
    za = charge / LIGHT
    gamma = np.sqrt(kappa**2 - za**2)
    x = (za / (n - abs(kappa) + gamma))**2
    root = np.sqrt(1 + x)
    return -LIGHT**2 * x / (root * (1 + root))


# ---- reference: Dirac solver, core field, Rydberg levels
grid = make_grid(1e-3, 0.12, 300.0)
solver_error = 0.0
for kappa, n in ((-1, 1), (1, 2), (-2, 2)):
    exact = sommerfeld(Z, n, kappa)
    found = dirac(grid, kappa, -Z / grid.r)[0][0]
    solver_error = max(solver_error, abs(found / exact - 1))
assert solver_error < 1e-5
rydberg_error = abs(dirac(grid, -1, -1 / grid.r)[0][7] - sommerfeld(1, 8, -1))
assert rydberg_error < 2e-7

core = core_field(grid, {-1: 5, 1: 4, -2: 4, 2: 2, -3: 2})
attraction = -Z * grid.w @ (core.density / grid.r)
virial = (core.alpha_p + attraction + 0.5 * grid.w @ (core.density * core.hartree)
          + 0.75 * grid.w @ (core.density * core.exchange)) / abs(attraction)
assert abs(virial) < 5e-5
dense = core.n > 1e-3
library = np.asarray(libxc.eval_xc("slater,", core.n[dense])[1][0]).ravel()
assert np.allclose(core.exchange[dense], library, rtol=1e-6)
far = np.argmin(abs(grid.r - 20))
tail = grid.r[far] * core.v[far]
assert abs(tail + 1) < 1e-4

channels = {"s1/2": (-1, 0, 5), "p1/2": (1, 1, 4), "p3/2": (-2, 1, 4)}
members = {0: ["s1/2"], 1: ["p1/2", "p3/2"]}
reference, mean_radius = {}, {}
for name, (kappa, l, below) in channels.items():
    e, p, q = dirac(grid, kappa, core.v)
    reference[name] = e[below:below + 7]
    mean_radius[name] = (grid.w * grid.r) @ (p[:, below]**2 + q[:, below]**2)
d_levels = [dirac(grid, kappa, core.v)[0][2] for kappa in (2, -3)]

# ---- pseudopotential: radial Schroedinger equation
pgrid = make_grid(0.1, 0.12, 300.0)
pr, pw = pgrid.r, pgrid.w
fixed_parts = {}
for l in (0, 1, 2):
    b, d = pgrid.b[:, min(l, 1):], pgrid.d[:, min(l, 1):]
    local = l * (l + 1) / (2 * pr**2) - 1 / pr
    fixed_parts[l] = (d.T @ (pw[:, None] * d) / 2 + b.T @ ((pw * local)[:, None] * b),
                      b.T @ (pw[:, None] * b), b)


def gaussians(widths):
    return np.exp(-np.outer(pr**2, widths))


def gauss_matrix(l, widths, amplitudes):
    b = fixed_parts[l][2]
    profile = gaussians(widths) @ np.asarray(amplitudes)
    return b.T @ ((pw * profile)[:, None] * b)


def pseudo(l, widths, amplitudes, count=7):
    h0, overlap, b = fixed_parts[l]
    e, c = eigh(h0 + gauss_matrix(l, widths, amplitudes), overlap)
    return e[:count], b @ c[:, :count]


def gradients(l, widths, amplitudes, count=3):
    """Energies, with derivatives in each amplitude and each exponent."""
    e, u = pseudo(l, widths, amplitudes, count)
    g = pw[:, None] * gaussians(widths)
    by_width = -(u**2).T @ (pr[:, None]**2 * g) * np.asarray(amplitudes)
    return e, (u**2).T @ g, by_width


def match_lowest(l, width, target):
    return brentq(lambda s: pseudo(l, [width], [s], 1)[0][0] - target, 0, 1000.0,
                  xtol=1e-11)


def solve_fit(model, start):
    return least_squares(lambda x: model(x)[0], start, jac=lambda x: model(x)[1],
                         x_scale="jac", xtol=1e-11, ftol=1e-11, gtol=1e-11)


def fit_two(l, target, widths):
    """Two amplitudes at given exponents, for one channel."""
    weight = (-2 * target)**-1.5

    def model(x):
        e, by_amp, _ = gradients(l, widths, x)
        return weight * (e - target), weight[:, None] * by_amp

    return solve_fit(model, [match_lowest(l, widths[0], target[0]), 0.0])


def fit_one(l, targets):
    """One free exponent for all rows of targets, one amplitude per row."""
    weight = (-2 * targets)**-1.5

    def model(x):
        width = np.exp(x[0])
        res = np.zeros_like(targets)
        jac = np.zeros(targets.shape + (len(x),))
        for j, amplitude in enumerate(x[1:]):
            e, by_amp, by_width = gradients(l, [width], [amplitude])
            res[j] = weight[j] * (e - targets[j])
            jac[j, :, 0] = weight[j] * width * by_width[:, 0]
            jac[j, :, 1 + j] = weight[j] * by_amp[:, 0]
        return res.ravel(), jac.reshape(-1, len(x))

    runs = [solve_fit(model, [np.log(width)] + [match_lowest(l, width, t[0])
                                                for t in targets])
            for width in (0.15, 0.3, 0.6)]
    best = min(runs, key=lambda run: run.cost)
    return np.exp(best.x[0]), best.x[1:]


def nu_deviation(name, energies):
    return (-2 * energies)**-0.5 - (-2 * reference[name])**-0.5


# exponents are selected by the fitted levels alone
pairs = [(inner, outer) for inner in (0.3, 0.45, 0.6) for outer in (0.08, 0.12)]
exponents, amplitudes, spread = {}, {}, {}
for l, names in members.items():
    trials = []
    for widths in pairs:
        runs = [fit_two(l, reference[k][:3], widths) for k in names]
        omitted = max(np.max(abs(nu_deviation(k, pseudo(l, widths, run.x)[0])[3:]))
                      for k, run in zip(names, runs))
        trials.append((sum(run.cost for run in runs), widths, runs, omitted))
    _, exponents[l], runs, _ = min(trials, key=lambda t: t[0])
    amplitudes.update({k: run.x for k, run in zip(names, runs)})
    spread[l] = [t[3] for t in trials]

# comparison: the best single Gaussian with a free exponent
single, single_error = {}, {}
for l, names in members.items():
    width, values = fit_one(l, np.array([reference[k][:3] for k in names]))
    for k, value in zip(names, values):
        single[k] = (width, value)
        single_error[k] = nu_deviation(k, pseudo(l, [width], [value])[0])

# derivatives from expectation values against finite differences
A_s = amplitudes["s1/2"]
_, by_amp, _ = gradients(0, exponents[0], A_s)
for k in (0, 1):
    shift = 1e-3 * np.eye(2)[k]
    numeric = (pseudo(0, exponents[0], A_s + shift, 3)[0]
               - pseudo(0, exponents[0], A_s - shift, 3)[0]) / 2e-3
    assert np.allclose(by_amp[:, k], numeric, rtol=1e-3)
width, value = single["s1/2"]
numeric = (pseudo(0, [width * 1.0001], [value], 3)[0]
           - pseudo(0, [width * 0.9999], [value], 3)[0]) / (2e-4 * width)
assert np.allclose(gradients(0, [width], [value])[2][:, 0], numeric, rtol=1e-3)

# ---- comparison on fitted and omitted levels
predicted, nu_error, pseudo_radius = {}, {}, {}
for name, (kappa, l, below) in channels.items():
    predicted[name], u = pseudo(l, exponents[l], amplitudes[name])
    nu_error[name] = nu_deviation(name, predicted[name])
    pseudo_radius[name] = (pw * pr) @ u[:, 0]**2
    assert np.max(abs(nu_error[name])) < 0.01
    assert abs(pseudo_radius[name] / mean_radius[name] - 1) < 0.03
split_ref = reference["p3/2"] - reference["p1/2"]
split_pp = predicted["p3/2"] - predicted["p1/2"]
assert np.max(abs(split_pp[3:] / split_ref[3:] - 1)) < 0.05
largest_two = max(np.max(abs(x)) for x in nu_error.values())
largest_one = max(np.max(abs(x)) for x in single_error.values())
assert largest_one > 0.01 > largest_two

# ---- averaged plus spin-orbit form, in the full space of p spin-orbitals
A_av = (amplitudes["p1/2"] + 2 * amplitudes["p3/2"]) / 3
A_so = 2 * (amplitudes["p3/2"] - amplitudes["p1/2"]) / 3
l_up = np.sqrt(2) * np.eye(3, k=1)
s_up = np.eye(2, k=1)
l_dot_s = (np.kron(np.diag([1, 0, -1]), np.diag([0.5, -0.5]))
           + (np.kron(l_up, s_up.T) + np.kron(l_up.T, s_up)) / 2)
h0, overlap, _ = fixed_parts[1]
full = eigh(np.kron(np.eye(6), h0 + gauss_matrix(1, exponents[1], A_av))
            + np.kron(l_dot_s, gauss_matrix(1, exponents[1], A_so)),
            np.kron(np.eye(6), overlap), eigvals_only=True)[:12]
expected = np.sort(np.r_[np.repeat(predicted["p1/2"][:2], 2),
                         np.repeat(predicted["p3/2"][:2], 4)])
so_error = np.max(abs(full - expected))
assert so_error < 1e-7

# ---- scalar part through semilocal integrals over Gaussian functions
ecp_lines = ["Cs nelec 54", "Cs ul", "2 1.0 0.0"]
for symbol, l, values in (("S", 0, A_s), ("P", 1, A_av)):
    ecp_lines.append(f"Cs {symbol}")
    ecp_lines += [f"2 {a:.12f} {v:.12f}" for a, v in zip(exponents[l], values)]
basis_exponents = 0.0025 * 1.7**np.arange(16)
atom = gto.M(atom="Cs 0 0 0", spin=1, verbose=0,
             basis={"Cs": [[l, [x, 1.0]] for l in (0, 1) for x in basis_exponents]},
             ecp={"Cs": gto.basis.parse_ecp("\n".join(ecp_lines) + "\n")})
h_gauss = (atom.intor("int1e_kin") + atom.intor("int1e_nuc")
           + atom.intor("ECPscalar"))
e_gauss = eigh(h_gauss, atom.intor("int1e_ovlp"), eigvals_only=True)[:4]
average_p = pseudo(1, exponents[1], A_av, 1)[0][0]
gauss_error = np.max(abs(e_gauss - np.r_[predicted["s1/2"][0], [average_p] * 3]))
assert gauss_error < 2e-5

# ---- control: inner s Gaussian alone, amplitude exact for 6s only
A_inner = match_lowest(0, exponents[0][0], reference["s1/2"][0])
inner_error = nu_deviation("s1/2", pseudo(0, exponents[0][:1], [A_inner])[0])
assert np.max(abs(inner_error[3:])) > np.max(abs(nu_error["s1/2"][3:]))

# ---- control: d levels, for which the potential has no projector
d_pseudo = pseudo(2, [1.0], [0.0], 1)[0][0]
assert abs(d_pseudo + 1 / 18) < 1e-7
worst = max(np.max(abs(predicted[k][3:] - reference[k][3:])) for k in channels)
assert min(abs(d_pseudo - e) for e in d_levels) > 10 * worst


def row(values, digits=6):
    return " ".join(f"{x:.{digits}f}" for x in values)


print(f"nuclear charge {Z}, core electrons {core.electrons}, c = {LIGHT:.6f} a.u.")
print(f"core field cycles: {core.cycles}")
print(f"largest relative error against Sommerfeld, Z=55: {solver_error:.1e}")
print(f"error of hydrogen 8s1/2: {rydberg_error:.1e} hartree")
print(f"virial sum / |nuclear attraction|: {virial:.1e}")
print(f"r V(r) at r = {grid.r[far]:.2f} bohr: {tail:.7f} hartree bohr")
print(f"exponents (bohr^-2): s {row(exponents[0], 2)}; p {row(exponents[1], 2)}")
for name in channels:
    print(f"amplitudes {name} (hartree): {row(amplitudes[name])}")
print(f"p amplitudes (hartree): averaged {row(A_av)}; spin-orbit {row(A_so)}")
print("level: reference E, pseudo E (hartree), error (1e-6 hartree), error in nu")
for name in channels:
    for i in range(7):
        ref, pp = reference[name][i], predicted[name][i]
        use = "fitted" if i < 3 else "omitted"
        print(f"{i + 6}{name}: {ref:.7f} {pp:.7f} {1e6 * (pp - ref):.2f} "
              f"{nu_error[name][i]:.6f} {use}")
print("p splitting: reference, pseudo (1e-6 hartree), relative error (%)")
for i in range(7):
    print(f"{i + 6}p: {1e6 * split_ref[i]:.2f} {1e6 * split_pp[i]:.2f} "
          f"{100 * (split_pp[i] / split_ref[i] - 1):.2f}")
print(f"6p splitting: reference {split_ref[0] * TO_CM:.1f}, "
      f"pseudo {split_pp[0] * TO_CM:.1f} cm^-1")
for name in channels:
    print(f"mean radius 6{name}: reference {mean_radius[name]:.4f}, "
          f"pseudo {pseudo_radius[name]:.4f} bohr")
print(f"six-component p test, largest deviation: {so_error:.1e} hartree")
print(f"Gaussian-basis test, largest deviation: {gauss_error:.1e} hartree")
print("largest omitted nu error over six exponent pairs, min and max: "
      f"s {min(spread[0]):.6f} {max(spread[0]):.6f}; "
      f"p {min(spread[1]):.6f} {max(spread[1]):.6f}")
for name in channels:
    print(f"one Gaussian {name}: a = {single[name][0]:.4f} bohr^-2, "
          f"A = {single[name][1]:.4f} hartree, nu errors n=6..12: "
          f"{row(single_error[name], 5)}")
print(f"inner s Gaussian alone, exact for 6s: A = {A_inner:.6f} hartree")
print(f"its nu errors, 6s to 12s: {row(inner_error, 5)}")
print(f"5d3/2, 5d5/2 reference: {row(d_levels)} hartree")
print(f"lowest d level without d projector: {d_pseudo:.6f} hartree")
print(f"largest error of omitted s and p levels: {1e6 * worst:.2f} 1e-6 hartree")
print("success")
```

It prints:

```
nuclear charge 55, core electrons 54, c = 137.035999 a.u.
core field cycles: 25
largest relative error against Sommerfeld, Z=55: 1.4e-08
error of hydrogen 8s1/2: 2.3e-11 hartree
virial sum / |nuclear attraction|: 4.8e-09
r V(r) at r = 19.91 bohr: -1.0000112 hartree bohr
exponents (bohr^-2): s 0.60 0.12; p 0.30 0.08
amplitudes s1/2 (hartree): 16.691370 -0.610977
amplitudes p1/2 (hartree): 4.133474 -0.340871
amplitudes p3/2 (hartree): 5.007108 -0.330106
p amplitudes (hartree): averaged 4.715897 -0.333694; spin-orbit 0.582423 0.007177
level: reference E, pseudo E (hartree), error (1e-6 hartree), error in nu
6s1/2: -0.1850304 -0.1850290 1.38 0.000006 fitted
7s1/2: -0.0651170 -0.0651195 -2.57 -0.000055 fitted
8s1/2: -0.0347446 -0.0347438 0.86 0.000047 fitted
9s1/2: -0.0216805 -0.0216783 2.22 0.000246 omitted
10s1/2: -0.0148287 -0.0148268 1.90 0.000371 omitted
11s1/2: -0.0107835 -0.0107821 1.43 0.000450 omitted
12s1/2: -0.0081952 -0.0081942 1.05 0.000503 omitted
6p1/2: -0.1137619 -0.1137506 11.26 0.000104 fitted
7p1/2: -0.0486293 -0.0486509 -21.65 -0.000714 fitted
8p1/2: -0.0279376 -0.0279297 7.81 0.000592 fitted
9p1/2: -0.0182044 -0.0181963 8.09 0.001165 omitted
10p1/2: -0.0128153 -0.0128092 6.02 0.001469 omitted
11p1/2: -0.0095136 -0.0095093 4.33 0.001650 omitted
12p1/2: -0.0073432 -0.0073400 3.14 0.001767 omitted
6p3/2: -0.1082234 -0.1082085 14.88 0.000148 fitted
7p3/2: -0.0473594 -0.0473871 -27.66 -0.000948 fitted
8p3/2: -0.0273952 -0.0273852 10.00 0.000780 fitted
9p3/2: -0.0179205 -0.0179096 10.92 0.001610 omitted
10p3/2: -0.0126478 -0.0126395 8.32 0.002068 omitted
11p3/2: -0.0094066 -0.0094005 6.06 0.002349 omitted
12p3/2: -0.0072706 -0.0072661 4.44 0.002533 omitted
p splitting: reference, pseudo (1e-6 hartree), relative error (%)
6p: 5538.53 5542.14 0.07
7p: 1269.86 1263.85 -0.47
8p: 542.36 544.54 0.40
9p: 283.87 286.69 1.00
10p: 167.42 169.71 1.37
11p: 107.04 108.77 1.62
12p: 72.59 73.89 1.79
6p splitting: reference 1215.6, pseudo 1216.4 cm^-1
mean radius 6s1/2: reference 4.8565, pseudo 4.7848 bohr
mean radius 6p1/2: reference 6.3438, pseudo 6.3590 bohr
mean radius 6p3/2: reference 6.6285, pseudo 6.6536 bohr
six-component p test, largest deviation: 6.4e-15 hartree
Gaussian-basis test, largest deviation: 9.4e-07 hartree
largest omitted nu error over six exponent pairs, min and max: s 0.000366 0.006888; p 0.002533 0.006205
one Gaussian s1/2: a = 10.2807 bohr^-2, A = 118069298.8259 hartree, nu errors n=6..12: 0.08614 -0.02281 -0.03973 -0.04610 -0.04926 -0.05108 -0.05223
one Gaussian p1/2: a = 9.8825 bohr^-2, A = 1398746078.2503 hartree, nu errors n=6..12: 0.07135 -0.01822 -0.03496 -0.04187 -0.04549 -0.04763 -0.04902
one Gaussian p3/2: a = 9.8825 bohr^-2, A = 381006142672.8266 hartree, nu errors n=6..12: 0.05962 -0.01598 -0.03030 -0.03620 -0.03932 -0.04118 -0.04237
inner s Gaussian alone, exact for 6s: A = 1.921521 hartree
its nu errors, 6s to 12s: 0.00000 -0.13734 -0.16360 -0.17410 -0.17945 -0.18256 -0.18452
5d3/2, 5d5/2 reference: -0.133702 -0.130756 hartree
lowest d level without d projector: -0.055556 hartree
largest error of omitted s and p levels: 10.92 1e-6 hartree
success
```
